# Saturation current of a long metallic nanotube from immediate phonon emission

## Definitions and conventions

A metallic carbon nanotube has two band crossings at the neutral energy, each with one right-moving and one left-moving branch. With two spins this makes four channels in each direction. Energy $E$ is measured from the crossing. The force on an electron has magnitude $eF$ and points to the right, where $e>0$ and $F$ is a uniform field. Currents are quoted as magnitudes.

The occupations of right and left movers are $f_R(E)$ and $f_L(E)$. An optical phonon has energy $W$. Two mean free paths appear:

- $l$, for backscattering with emission of an optical phonon, when the final state is empty;
- $l_e$, for elastic backscattering.

They form two dimensionless numbers,
$$\delta=\frac{eFl}{W},\qquad \epsilon=\frac{W}{eFl_e}.$$
The first is the energy gained in one emission path, in units of $W$. The second compares the threshold length $W/(eF)$, over which an electron gains $W$, with the elastic path. The asymptotic regime is $\delta\ll1$ and $\epsilon\ll1$, that is
$$l\ll \frac{W}{eF}\ll l_e ,$$
in a tube much longer than $W/(eF)$. Optical phonons are at first taken to be unoccupied, so that they can be emitted but not absorbed.

## Current carried by the four channels

In one channel the number of states per unit length in $dk$ is $dk/2\pi$. A right mover has velocity $v=\hbar^{-1}dE/dk$, so its branch contributes
$$e\int \frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,f_R=\frac eh\int f_R\,dE .$$
The velocity has cancelled against the density of states. Left movers contribute with the opposite sign, and four channels give
$$I=\frac{4e}{h}\int (f_R-f_L)\,dE. \qquad (1)$$

The channel count was tested on the complete tight-binding bands of a (10,10) tube. Right movers were filled to $+W/2$ and left movers to $-W/2$, with edges smeared by 0.02 eV. For $W=0.16$ eV the sum over all bands gave 24.79 µA, equal to the value of (2) below.

## Leading order: the threshold argument

Let right movers be filled up to $\mu_R$ and left movers up to $\mu_L$. The field changes the wave number at the rate $dk/dt=eF/\hbar$. Right movers therefore gain energy and left movers lose it: $\mu_R$ rises and $\mu_L$ falls.

A right mover at $\mu_R$ can emit a phonon and turn back if the left-moving state at $\mu_R-W$ is empty. This requires $\mu_R-W>\mu_L$. While $\mu_R-\mu_L<W$ emission is blocked and the difference grows. Once it passes $W$, immediate emission removes electrons from the top of the right branch and puts them on top of the left one. The difference is thus held at $W$, and (1) gives
$$I_0=\frac{4e}{h}W=\frac{4e^2}{h}\,\frac We . \qquad (2)$$

Field, length, diameter and band velocity are absent. The field sets how often phonons are emitted, while the threshold sets the current.

**Check by counting.** The states of one channel move past a fixed $k$ at the rate $(dk/dt)/2\pi=eF/h$ per unit length. Four channels feed $4eF/h$ electrons per unit length and time into the right-moving branch. In a steady state each must return to the left-moving branch, here by one emission. The phonons receive the power $(4eF/h)W$ per unit length, and the field supplies $IF$. Equating the two and dividing by $F$ gives (2) again.

## How immediate must emission be?

For finite $l$ the edges are no longer sharp. A right mover changes energy at the rate $dE/dt=eFv$, a left mover at $-eFv$, and an allowed emission occurs at the rate $v/l$. Dividing the steady kinetic equations by $v$ and keeping emission from right to left movers gives
$$eF\,f_R'(E)=-\frac1l f_R(E)\,[1-f_L(E-W)],$$
$$-eF\,f_L'(E)=+\frac1l f_R(E+W)\,[1-f_L(E)].$$

Define $g(E)=f_L(E-W)$. The second equation, taken at $E-W$, becomes
$$-eF\,g'(E)=\frac1l f_R(E)[1-g(E)].$$
Comparison with the first shows $f_R'=g'$. The difference $f_R-g$ is constant, and it vanishes at high energy where both functions are zero. Hence $g=f_R$, and
$$eFl\,f_R'=-f_R(1-f_R).$$
Since $\dfrac{df}{f(1-f)}=d\ln\dfrac{f}{1-f}$, integration gives
$$f_R(E)=\frac1{1+e^{(E-E_1)/(eFl)}},\qquad f_L(E)=f_R(E+W).$$
The centres of the two edges are $E_1$ and $E_1-W$. In a neutral tube the electrons added to one branch equal those missing from the other, so the centres lie symmetrically about zero and $E_1=W/2$.

The edge looks like a Fermi function whose width parameter is $eFl$ instead of a thermal energy. The current is unchanged by it:
$$\int[f_R(E)-f_R(E+W)]\,dE=\int_0^W\! ds\int[-f_R'(E+s)]\,dE=\int_0^W\! ds=W,$$
because $f_R$ falls from 1 to 0. Within these equations a finite emission path blurs the edges and leaves $I_0$ as it was.

**What was dropped.** Two other kinds of emission are possible. Consider first left movers that emit and become right movers. Let $B$ be the number of right-to-left emissions per unit length and time, and $C$ the number of left-to-right ones. Counting electrons and energy gives
$$\frac{4eF}{h}=B-C,\qquad IF=W(B+C),$$
and therefore
$$\frac I{I_0}=\frac{B+C}{B-C}=1+\frac{2C}{4eF/h}.$$
The rate is
$$C=\frac4{hl}\int f_L(E+W)[1-f_R(E)]\,dE .$$
For $-3W/2<E<W/2$ both factors are exponential tails,
$$f_L(E+W)\approx e^{-(E+3W/2)/(eFl)},\qquad 1-f_R(E)\approx e^{-(W/2-E)/(eFl)} .$$
Their product is the constant $e^{-2W/(eFl)}$ over an interval of length $2W$. Thus $C\approx(8W/hl)\,e^{-2/\delta}$, and
$$\frac{I}{I_0}-1\approx\frac4\delta\,e^{-2/\delta}.$$
Near the ends of the interval, over a width of order $eFl$, left-to-right emission itself reduces these tails, which changes the prefactor by a relative amount of order $\delta$. The second kind is forward emission, in which an electron keeps its direction. It needs an occupied state at $E+W$ and an empty one at $E$ in the same branch. For $-W/2<E<W/2$ the edges found above give
$$f_R(E+W)[1-f_R(E)]\approx e^{-W/(eFl)}=e^{-1/\delta},$$
and left movers contribute equally by symmetry. If the forward path is comparable with $l$, this is the larger of the two corrections. Both are smaller than any power of $\delta$, so the first algebraic correction must come from another process.

## First correction: elastic backscattering

Elastic scattering transfers electrons between branches at equal energy. The blocking factors combine as $f_R(1-f_L)-f_L(1-f_R)=f_R-f_L$. The net transfer per unit length and time is
$$S=\frac{4}{h\,l_e}\int(f_R-f_L)\,dE=\frac{I}{e\,l_e},$$
where (1) was used. These electrons return to the left-moving branch without giving up a phonon.

Take first the limit $\delta\to0$. Below $E=-W/2$ both branches are full, and above $E=W/2$ both are empty. Inside this window there is elastic scattering alone:
$$eF f_R'=-\frac{f_R-f_L}{l_e},\qquad -eFf_L'=\frac{f_R-f_L}{l_e}.$$
The two derivatives are equal, so $f_R-f_L=c$ is constant and both functions fall linearly with slope $-c/(eFl_e)$. Right movers enter from below, where $f_R=1$. Left movers enter from above, where $f_L=0$, so at the top $f_R=c$. The fall of $f_R$ across the window is
$$1-c=\frac{cW}{eFl_e}=c\,\epsilon,\qquad\text{so}\qquad c=\frac1{1+\epsilon}.$$

The picture closes on itself. At the top edge the remaining right movers, with occupation $c$, emit. At the bottom edge $f_L=1-c$ just inside the window, and the arriving electrons raise it by $c$ to 1. Left movers inside the window cannot emit, because the right-moving states an energy $W$ below them are full.

The integral in (1) is $cW$, so
$$I=\frac{I_0}{1+\epsilon}=I_0\left(1-\epsilon+\epsilon^2-\dots\right). \qquad (3)$$
The first correction is $-\epsilon I_0=-I_0W/(eFl_e)$. It falls as $1/F$, which is how the current approaches $I_0$ while $\delta$ stays small. If $l$ is fixed, $\delta$ grows with the field, and at high field emissions other than those from right to left movers lift the current above $I_0$. The current then passes through $I_0$ and keeps growing instead of levelling off. With the paths of the worked example below and forward emission included, it crosses $I_0$ between 2 and 3 V/µm ($\delta\approx0.2$ to $0.3$) and reaches about $1.3\,I_0$ at 6 V/µm. In this model $I_0$ sets the scale of the current over a limited range of field and is not a ceiling.

With $I_e=(4e^2/h)Fl_e$ one has $\epsilon=I_0/I_e$, and (3) becomes
$$\frac1I=\frac1{I_0}+\frac1{I_e}.$$
Multiplication by the voltage $V=FL$ along a tube of length $L$ gives
$$\frac VI=\frac V{I_0}+\frac{h}{4e^2}\frac L{l_e}.$$
The resistance is a constant plus a term proportional to voltage. For $\epsilon\gg1$ the constant dominates and the tube is ohmic, with $I\to I_e$. That limit belongs to the elastic model; at weak field the energy given to acoustic phonons, which is omitted here, may matter.

**A lower bound.** Let $D$ be the rate of forward emissions, in which an electron keeps its direction. The balances are now
$$\frac{4eF}h=B-C+\frac I{el_e},\qquad IF=W(B+C+D)\ge W(B-C).$$
Inserting $B-C$ from the first relation gives $IF\ge 4eFW/h-WI/(el_e)$. Division by $F$ gives $I(1+\epsilon)\ge I_0$. With unoccupied phonons and elastic scattering, (3) is therefore a lower bound at any $\delta$. Forward emission and left-to-right emission can lift the current above it.

## Worked example

Consider a (10,10) tube of diameter 1.36 nm and length 3.0 µm at $F=1.0$ V/µm. Rough typical parameters are $W=0.16$ eV, $l=15$ nm and $l_e=1000$ nm.

**Leading order.** With $4e^2/h=155.0$ µS,
$$I_0=155.0\ \text{µS}\times0.16\ \text{V}=24.8\ \text{µA}.$$

**Regime.** The threshold length is 160 nm. It exceeds $l$ by a factor 11, is 6 times shorter than $l_e$, and fits 19 times into the tube. The parameters are $\delta=0.015/0.16=0.094$ and $\epsilon=160/1000=0.16$.

**Finite emission path.** The kinetic equations were solved numerically on an energy grid of about 1 meV, with left-to-right emission included, and with forward emission and elastic scattering left out. For $l=15$ nm the occupations agreed with the Fermi-shaped edges to 0.0001. The currents for $l=5$, 15 and 40 nm were 24.79, 24.79 and 24.89 µA; the test required agreement with $I_0$ to 1%. At $l=40$ nm, $\delta=0.25$ and the exponential estimate gives $16\,e^{-8}=0.5\%$. The solved excess is $0.10/24.79=0.4\%$, a difference compatible with the neglected relative terms of order $\delta$.

**Elastic correction.** At 1 V/µm the first-order result is $24.79\times(1-0.16)=20.8$ µA, and the full form (3) gives $24.79/1.16=21.4$ µA. The table holds $l$ and $l_e$ fixed while the field varies, and leaves out forward emission; currents are in µA.

| $F$ (V/µm) | $\epsilon$ | First order | Equation (3) | Solved |
|---|---|---|---|---|
| 0.5 | 0.32 | 16.9 | 18.78 | 18.77 |
| 1.0 | 0.16 | 20.8 | 21.37 | 21.38 |
| 2.0 | 0.08 | 22.8 | 22.96 | 23.01 |

The solved currents were required to agree with (3) within 2%, and do so within 0.3%. At 0.5 V/µm the solved value lies 0.01 µA below (3), although (3) is a lower bound (shown above). This is an error of the energy grid, whose cells are 0.6% of $W$. It lowers the solved currents by 0.01 to 0.03 µA: the converged values are 18.80, 21.40 and 23.02 µA, all above (3). The forward-emission value below is likewise about 0.02 µA low. The first-order column misses (3) by $I_0\epsilon^2/(1+\epsilon)$, which is 1.9 µA at the lowest field and 0.15 µA at the highest.

**Forward emission.** A forward path of 15 nm raises the current at 1 V/µm from 21.38 to 21.94 µA, or 2.6%. For a right mover, such emission needs empty right-moving states near the bottom of the window. Over the edge width $eFl$, the linear fall of $f_R$ leaves a fraction of order $eFl/(eFl_e)=l/l_e=0.015$ empty. Left movers near the top of the window contribute equally, by the symmetry between electrons and holes. Together they account for the order of magnitude.

## Occupied phonons and heating

If optical phonons have mean number $N$, emission is enhanced by $1+N$ and absorption occurs with weight $N$. A right mover that turns back by absorption helps to satisfy the electron count, but it takes energy from the phonons instead of giving it. In the balances this lowers the current. The absorbed energy is later emitted again, partly in forward or left-to-right events that act the other way, so the net effect has to be found by solving the kinetic equations.

The relevant size is not $N$ alone. Over one threshold length, the expected number of absorptions into one branch is of order
$$\nu=N\,\frac{W}{eFl}=\frac N\delta .$$
The condition for neglecting absorption is $\nu\ll1$, which is stricter than $N\ll1$ when $\delta$ is small. The relative loss of current is a few times $\nu$: in the table below, $\nu=0.02$ costs 6% and $\nu=0.16$ costs about a third.

The following results hold $F=1$ V/µm and all paths fixed, with elastic and forward scattering included. Without absorption the current is 21.94 µA.

| Phonon temperature (K) | $N$ | $\nu$ | $I$ (µA) |
|---|---|---|---|
| 300 | 0.0021 | 0.02 | 20.6 |
| 438 | 0.0146 | 0.16 | 14.8 |
| 800 | 0.109 | 1.2 | 4.3 |

The finite energy grid makes the current at 438 K uncertain by about 0.1 µA. The temperature 438 K is an estimate of self-heating. The power at 20.6 µA is 20.6 W/m. A rough thermal conductance to the substrate of 0.15 W/(K m) gives a rise of $20.64/0.15\approx138$ K. This is the first step of an iteration: the smaller current at 438 K would produce less heat. If the current falls steadily with temperature, as the listed values suggest, the self-consistent current lies between 14.8 and 20.6 µA. The drop in this first step, 5.8 µA, exceeds the 3.4 µA removed by elastic scattering. The self-consistent drop is smaller than 5.8 µA and was not computed.

## Other limits of the estimate

**Short tubes.** If the tube is much shorter than $l$, electrons leave before emitting. Ideal contacts then fix $\mu_R-\mu_L=eV$, and $I=(4e^2/h)V$ has no ceiling at $I_0$. At 3.0 V this formula gives 465 µA, although such a voltage also opens further subbands, which it ignores. A current near $I_0$ is to be expected in long tubes with cold optical phonons, in the regime $\delta\ll1$, $\epsilon\ll1$.

**Contacts.** At an ideal contact the potential has a step where the tube begins. In a neutral tube the steps at the two ends add up to $(h/4e^2)I$, which at 21.4 µA is $21.4/155.0=0.138$ V. This is not the whole effect of the contacts. Near them the occupations differ from those deep in the tube, so the field there is not uniform, and this can change the total voltage by a comparable amount. The value of 3.00 V along the tube assumes a uniform field. Poor contacts would cost more.

**Higher subbands.** The next subband starts 0.83 eV from the crossing, while the right-moving edge lies at 0.08 eV with a blur of 0.015 eV. Tunnelling between the lower and upper partners of this subband must span $2\times0.83$ eV, or about 1.7 µm at this field. For $E^2=\Delta^2+(\hbar vk)^2$ with $\Delta=0.83$ eV, the midgap state has $k=i\Delta/\hbar v$ and decays over $\hbar v/\Delta=0.69$ nm. Both routes are negligible here.

**Beside real tubes.** Long metallic nanotubes are known to saturate at roughly 20 to 25 µA. The path $l\approx15$ nm is an effective value of the size fitted to high-bias measurements. First-principles estimates for spontaneous emission alone are several times longer, and the difference is usually ascribed to hot optical phonons. Using 15 nm together with an occupation $N$ may therefore count that population twice. With $l$ near 90 nm, $\delta\approx0.55$ at 1 V/µm lies outside the regime; the model then gives about 28 µA with forward emission and falls only to about 26 µA at 438 K. The agreement with measured currents thus supports $I_0$ as a scale but does not establish cold, immediate emission as the mechanism in real tubes. An assumption that needs checking in a device is that optical phonons stay cold. In this model, heating to 438 K moves the current from 20.6 to 14.8 µA, but that figure depends on a rough thermal conductance, on one common temperature for all phonons, and on fixed scattering paths. With the current held at 20.6 µA, the same conductance would bring the tube to a rough burning temperature in air, 870 K, at 4.1 V/µm. At that field $\delta=0.38$, outside the regime, and the model current is not 20.6 µA: it is about 28 µA with phonons at 300 K and about 14 µA at 870 K, so the model itself reaches 870 K near 5 V/µm. The figure shows the scale of the danger and is not a design limit.

The printed values are collected in the numerical output below.

## Computed results

```
Phonon energy W: 0.16 eV
Four-channel conductance 4e^2/h: 155.0 uS
Saturation current I0 = (4e/h)W: 24.79 uA
Same current from full (10,10) tube bands: 24.79 uA
Field: 1.0 V/um
Tube length: 3.0 um
Threshold length W/(eF): 160 nm
Emission mean free path: 15 nm
Elastic mean free path: 1000 nm
Edge blur e F l: 0.015 eV
Largest occupation error of Fermi-shaped edge: 0.0001
Emission only, path 5 nm: current 24.79 uA
Emission only, path 15 nm: current 24.79 uA
Emission only, path 40 nm: current 24.89 uA
With elastic, 0.5 V/um: solved 18.77 uA, formula 18.78 uA
With elastic, 1.0 V/um: solved 21.38 uA, formula 21.37 uA
With elastic, 2.0 V/um: solved 23.01 uA, formula 22.96 uA
Each of the next currents includes elastic scattering, 1 V/um
Forward emission added (path 15 nm): 21.94 uA
Phonon occupation at 300 K: 0.00206
Also with that occupation: 20.64 uA
Heat per length: 20.6 W/m
Thermal conductance per length: 0.15 W/(K m)
Self-heated tube temperature: 438 K
Phonon occupation when self-heated: 0.0146
Current when self-heated: 14.84 uA
Phonon occupation at 800 K: 0.109
Current with 800 K optical phonons: 4.32 uA
Rough burning temperature in air: 870 K
Field at which heating reaches it: 4.1 V/um
Voltage along the tube: 3.00 V
Extra voltage at ideal contacts: 0.138 V
Ballistic current at tube voltage: 465 uA
Thermal energy kT at 300 K: 0.0259 eV
Tube diameter: 1.36 nm
Next subband edge above crossing: 0.83 eV
Interband tunnelling distance: 1669 nm
Midgap decay length of that subband: 0.69 nm
```
